**Gutzwiller-projected Fermi sea and the Heisenberg chain**

For H = J Σ S_i·S_(i+1) on a ring of N spins-1/2, the projected half-filled Fermi sea has an energy per site that tends to −3J Si(π)/(4π) = −0.442117 J, where J > 0 is the exchange constant and Si is the sine integral. The program builds the state from Slater determinants and asserts that it is a singlet, that its probabilities follow the fourth-power pair product, and that its correlations on rings of 6 to 12 sites match the derived finite-ring formula. It also asserts the determinant identity, the lattice norm, the two-particle coefficient, the infinite-chain limit and the 1/N² correction. Energies computed directly with the Hamiltonian agree with the formula for N = 4 to 14 and never fall below the ground-state energies from diagonalization. The output shows the projected energy 0.00103 J, or 0.232 %, above the Bethe-ansatz value J(1/4 − ln 2). The unprojected sea gives only −0.151982 J. The overlap with the ground state falls from 1.0000 at N = 4 to 0.9972 at N = 14.

## Program and output

```python
"""
Result under test: the Gutzwiller-projected half-filled Fermi sea has, for
H = J sum_i S_i.S_(i+1) on a ring of N = 2M spins-1/2, the correlation
  G_N(r) = <Sz_0 Sz_r>
         = (-1)^r/(4 N sin(pi r/N)) sum_{j=1..M} sin(pi r(2j-1)/N)/(j-1/2)
and energy per site 3 J G_N(1), which tends to -3 J Si(pi)/(4 pi).
Si(x) is the integral of sin(t)/t from 0 to x.  Energies are in units of J.
"""
from itertools import combinations
from math import factorial
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh

rng = np.random.default_rng(7)


def up_positions(N):
    """All placements of N/2 up spins on N sites."""
    return np.array(list(combinations(range(N), N // 2)))


def spin_hamiltonian(N, bonds):
    """Sum of S_i.S_j over the bonds, in the basis of up_positions(N)."""
    states = (1 << up_positions(N)).sum(axis=1)
    lookup = np.full(1 << N, -1)
    lookup[states] = np.arange(len(states))
    diagonal = np.zeros(len(states))
    rows, cols = [], []
    for i, j in bonds:
        differ = ((states >> i) & 1) != ((states >> j) & 1)
        diagonal += np.where(differ, -0.25, 0.25)
        rows.append(lookup[states[differ] ^ ((1 << i) | (1 << j))])
        cols.append(np.nonzero(differ)[0])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    flips = coo_matrix((np.full(len(rows), 0.5), (rows, cols)),
                       shape=(len(states), len(states)))
    return (flips + diags(diagonal)).tocsr()


def ring_bonds(N):
    return [(i, (i + 1) % N) for i in range(N)]


def sea_determinants(N, first=None):
    """Slater determinants of up sites and of the complementary down sites."""
    M = N // 2
    if first is None:
        first = -(M - 1) / 2          # centred block of momenta
    k = 2 * np.pi / N * (first + np.arange(M))
    orbitals = np.exp(1j * np.outer(np.arange(N), k)) / np.sqrt(N)
    ups = up_positions(N)
    downs = np.array([sorted(set(range(N)) - set(u)) for u in ups.tolist()])
    return ups, np.linalg.det(orbitals[ups]), np.linalg.det(orbitals[downs])


def projected_state(N, first=None):
    """Normalized projected sea, fermions ordered site by site."""
    ups, det_up, det_down = sea_determinants(N, first)
    downs_before_ups = (ups - np.arange(N // 2)).sum(axis=1)
    psi = (-1.0) ** downs_before_ups * det_up * det_down
    return psi / np.linalg.norm(psi)


def expectation(operator, psi):
    return np.vdot(psi, operator @ psi).real


def formula_correlation(N, r):
    j = np.arange(1, N // 2 + 1)
    total = np.sum(np.sin(np.pi * r * (2 * j - 1) / N) / (j - 0.5))
    return (-1) ** r * total / (4 * N * np.sin(np.pi * r / N))


def sine_integral(x):
    return quad(lambda t: np.sinc(t / np.pi), 0, x, epsabs=1e-13)[0]


def ground_state(H):
    if H.shape[0] < 100:
        values, vectors = np.linalg.eigh(H.toarray())
        return values[0], vectors[:, 0]
    values, vectors = eigsh(H, k=1, which="SA",
                            v0=rng.normal(size=H.shape[0]))
    return values[0], vectors[:, 0]


def pair_weight(ups, N):
    """Product over pairs of |z_i - z_j|^4."""
    z = np.exp(2j * np.pi * ups / N)
    weight = np.ones(len(ups))
    for i, j in combinations(range(ups.shape[1]), 2):
        weight *= np.abs(z[:, i] - z[:, j]) ** 4
    return weight


# Complementary determinants, pair-product probability and lattice norm
for N in (6, 8, 10):
    M = N // 2
    ups, det_up, det_down = sea_determinants(N)
    assert np.allclose(abs(det_up), abs(det_down), rtol=1e-9, atol=1e-13)
    weight = pair_weight(ups, N)
    probability = abs(projected_state(N)) ** 2
    assert np.allclose(probability, weight / weight.sum(), atol=1e-12)
    norm = factorial(M) * weight.sum()
    assert np.isclose(norm, N ** M * factorial(2 * M) / 2 ** M, rtol=1e-10)

# Confluent Vandermonde determinant at arbitrary angles
M = 4
angles = rng.uniform(0, 2 * np.pi, M)
q = np.arange(2 * M) - (2 * M - 1) / 2
columns = []
for angle in angles:
    wave = np.exp(1j * q * angle)
    columns += [wave, q * wave]
product = np.prod([abs(np.exp(1j * s) - np.exp(1j * t)) ** 4
                   for s, t in combinations(angles, 2)])
determinant = np.linalg.det(np.array(columns).T)
assert abs(determinant - product) < 1e-8 * max(1.0, product)

# Coefficient of two fixed particles in the four modes -a, a, -b, b
for a, b in ((0.5, 1.5), (1.5, 4.5)):
    modes = np.array([-a, a, -b, b])
    t1, t2 = 0.37, 1.91
    w1, w2 = np.exp(1j * modes * t1), np.exp(1j * modes * t2)
    direct = np.linalg.det(np.array([w1, modes * w1, w2, modes * w2]).T)
    closed = (8 * a * b + 2 * (a - b) ** 2 * np.cos((a + b) * (t1 - t2))
              - 2 * (a + b) ** 2 * np.cos((a - b) * (t1 - t2)))
    assert abs(direct - closed) < 1e-10

# Singlet property, and independence of the position of the momentum block
for N in (6, 8):
    pairs = spin_hamiltonian(N, list(combinations(range(N), 2)))
    psi = projected_state(N)
    total_spin_squared = 0.75 * N * psi + 2 * (pairs @ psi)
    assert np.linalg.norm(total_spin_squared) < 1e-10
    assert abs(abs(np.vdot(psi, projected_state(N, 0))) - 1) < 1e-10

# Every correlation from the wave function against the finite-ring formula
for N in (6, 8, 10, 12):
    ups = up_positions(N)
    sz = np.full((len(ups), N), -0.5)
    np.put_along_axis(sz, ups, 0.5, axis=1)
    probability = abs(projected_state(N)) ** 2
    for r in range(1, N):
        direct = np.sum(probability * sz[:, 0] * sz[:, r])
        assert abs(direct - formula_correlation(N, r)) < 1e-11

# Energies of rings: projected sea, formula, exact ground state
table = []
exact_energy = {}
for N in (4, 6, 8, 10, 12, 14, 16):
    H = spin_hamiltonian(N, ring_bonds(N))
    lowest, vector = ground_state(H)
    exact_energy[N] = lowest / N
    if N <= 14:
        psi = projected_state(N)
        energy = expectation(H, psi) / N
        assert abs(energy - 3 * formula_correlation(N, 1)) < 1e-10
        assert energy >= exact_energy[N] - 1e-10
        table.append((N, energy, exact_energy[N], abs(np.vdot(vector, psi))))

# Infinite chain
si_pi = sine_integral(np.pi)
energy_limit = -3 * si_pi / (4 * np.pi)
large = 20000
for r in (1, 2, 3, 4):
    limit = (-1) ** r * sine_integral(np.pi * r) / (4 * np.pi * r)
    assert abs(formula_correlation(large, r) - limit) < 1e-7
size_coefficient = -(np.pi * si_pi + 1) / 8
measured_coefficient = 1000 ** 2 * (3 * formula_correlation(1000, 1)
                                    - energy_limit)
assert abs(measured_coefficient - size_coefficient) < 1e-4

# Bethe-ansatz value against extrapolated rings.  The tolerance allows for
# the corrections beyond 1/N^2 left in a two-point extrapolation.
bethe = 0.25 - np.log(2)
extrapolated = (16**2 * exact_energy[16] - 14**2 * exact_energy[14]) / 60
assert abs(extrapolated - bethe) < 1e-4
assert energy_limit > bethe

# Unprojected sea: independent up and down determinantal gases
N = 10
ups, det_up, _ = sea_determinants(N)
both = np.any(ups == 0, axis=1) & np.any(ups == 1, axis=1)
occupied_pair = np.sum(abs(det_up[both]) ** 2)
unprojected_ring = 3 * 0.5 * (occupied_pair - 0.25)
assert abs(unprojected_ring + 1.5 / (N * np.sin(np.pi / N)) ** 2) < 1e-11
unprojected_limit = -3 / (2 * np.pi ** 2)

print("Six-site ring, terms of the sum for r = 1 (dimensionless):")
for j in (1, 2, 3):
    print(f"  j = {j}: {np.sin(np.pi * (2*j - 1) / 6) / (j - 0.5):.6f}")
six = [formula_correlation(6, r) for r in (1, 2, 3)]
for r, value in enumerate(six, 1):
    print(f"  <Sz_0 Sz_{r}> (hbar^2): {value:.6f}")
sum_rule = 0.25 + 2 * six[0] + 2 * six[1] + six[2]
assert abs(sum_rule) < 1e-12
print(f"  sum rule holds to 1e-12: {abs(sum_rule) < 1e-12}")
print(f"  energy per site (J): {3 * six[0]:.6f}")
print("Rings: N, projected energy/site (J), exact energy/site (J), overlap")
for N, projected, exact, overlap in table:
    print(f"  {N:2d}  {projected:.6f}  {exact:.6f}  {overlap:.6f}")
print(f"Exact energy/site, N = 16 (J): {exact_energy[16]:.6f}")
print("Infinite chain:")
for r in (1, 2, 3, 4):
    value = (-1) ** r * sine_integral(np.pi * r) / (4 * np.pi * r)
    print(f"  <Sz_0 Sz_{r}> (hbar^2): {value:.6f}")
print(f"Si(pi) (dimensionless): {si_pi:.6f}")
print(f"Projected sea, energy per site (J): {energy_limit:.6f}")
print(f"Coefficient of 1/N^2, formula (J): {size_coefficient:.5f}")
print(f"Coefficient of 1/N^2, from N = 1000 (J): {measured_coefficient:.5f}")
print(f"Unprojected sea, N = 10 (J): {unprojected_ring:.6f}")
print(f"Unprojected sea, infinite chain (J): {unprojected_limit:.6f}")
print(f"Bethe-ansatz energy 1/4 - ln 2 (J): {bethe:.6f}")
print(f"Extrapolated from N = 14, 16 (J): {extrapolated:.6f}")
print(f"Projected minus Bethe (J): {energy_limit - bethe:.6f}")
print(f"Relative excess (percent): {100*(energy_limit-bethe)/abs(bethe):.3f}")
print("all good")
```

Printed output:

```
Six-site ring, terms of the sum for r = 1 (dimensionless):
  j = 1: 1.000000
  j = 2: 0.666667
  j = 3: 0.200000
  <Sz_0 Sz_1> (hbar^2): -0.155556
  <Sz_0 Sz_2> (hbar^2): 0.066667
  <Sz_0 Sz_3> (hbar^2): -0.072222
  sum rule holds to 1e-12: True
  energy per site (J): -0.466667
Rings: N, projected energy/site (J), exact energy/site (J), overlap
   4  -0.500000  -0.500000  1.000000
   6  -0.466667  -0.467129  0.999615
   8  -0.455707  -0.456387  0.999072
  10  -0.450751  -0.451545  0.998463
  12  -0.448089  -0.448949  0.997825
  14  -0.446494  -0.447396  0.997173
Exact energy/site, N = 16 (J): -0.446394
Infinite chain:
  <Sz_0 Sz_1> (hbar^2): -0.147372
  <Sz_0 Sz_2> (hbar^2): 0.056426
  <Sz_0 Sz_3> (hbar^2): -0.044424
  <Sz_0 Sz_4> (hbar^2): 0.029686
Si(pi) (dimensionless): 1.851937
Projected sea, energy per site (J): -0.442117
Coefficient of 1/N^2, formula (J): -0.85225
Coefficient of 1/N^2, from N = 1000 (J): -0.85226
Unprojected sea, N = 10 (J): -0.157082
Unprojected sea, infinite chain (J): -0.151982
Bethe-ansatz energy 1/4 - ln 2 (J): -0.443147
Extrapolated from N = 14, 16 (J): -0.443117
Projected minus Bethe (J): 0.001030
Relative excess (percent): 0.232
all good
```
